# Why Cartesian Gaussian trial states overstiffen librations and free rotations, part 1

(Sections cited here and not found follow in the second part.)

**Definitions and conventions.** Rydberg atomic units are used: \(\hbar=1\), electron mass \(1/2\), energies in Ry, lengths in bohr, and \(k_B=1\), so frequencies and temperatures are energies. A particle of mass \(m\) moves in a plane, with \(r=\sqrt{x^2+y^2}\) and \(\cos\phi=x/r\), under
\[
H=\frac{p^2}{2m}+V,\qquad V=\frac k2 (r-R)^2+\kappa(1-\cos\phi).
\]
For \(\kappa=0\) the valley is a flat ring (free rotation), and for \(\kappa\gg B\) the particle librates about \(\phi=0\). The scales are \(\omega_r^2=k/m\), \(B=1/(2mR^2)\), \(\omega_\theta^2=\kappa/(mR^2)=2B\kappa\) and \(\epsilon=B/\omega_r\), with \(\epsilon\ll1\) and \(\omega_\theta\ll\omega_r\) assumed throughout. The trial states are those of the self-consistent harmonic approximation (SCHA): thermal states of a harmonic Hamiltonian \(H_0\) with centroid \((x_0,y_0)\) and force-constant matrix \(\Phi\) in Cartesian coordinates, whose density is a Gaussian with covariance \(C\). At the minimum \(y_0=0\), \(x_0=R+\bar u\), and \(\Phi=\mathrm{diag}(m\omega_x^2,m\Omega^2)\), because the mirror \(y\to-y\) makes the off-diagonal element stationary at zero. The variances are
\[
\sigma^2=\frac{\coth(\omega_x/2T)}{2m\omega_x},\qquad s=\frac{\coth(\Omega/2T)}{2m\Omega}.
\]
Overstiffening holds for the auxiliary frequency \(\Omega\), the width \(s\) and the free energy. It does not hold for the Hessian of the free energy with respect to the centroid, which vanishes on the free ring.

**The levels of the model.** Writing \(\psi=\chi(r)e^{iM\phi}/\sqrt r\) removes the first radial derivative from the Laplacian, since \(r^{1/2}(\partial_r^2+r^{-1}\partial_r)r^{-1/2}\chi=\chi''+\chi/4r^2\). For \(\kappa=0\) the radial Hamiltonian is an oscillator of frequency \(\omega_r\) plus \((M^2-\tfrac14)/2mr^2\). In the oscillator ground state \(\langle(r-R)^2\rangle/R^2=1/(2m\omega_rR^2)=\epsilon\), and \((1+z)^{-2}=1-2z+3z^2-\dots\) gives \(\langle R^2/r^2\rangle=1+3\epsilon\). To first order in the centrifugal term,
\[
E_M=\tfrac12\omega_r+B(1+3\epsilon)(M^2-\tfrac14).
\]
The rotational spacing is \(B\), and \(k\) enters it through the correction \(3\epsilon\). For \(\kappa\gg B\) the angular problem is a pendulum \(B'L^2+\kappa\phi^2/2-\kappa\phi^4/24\) with \(B'=B(1+3\epsilon)\) and harmonic frequency \(\omega=\sqrt{2B'\kappa}\approx\omega_\theta(1+3\epsilon/2)\). In level \(v\), \(\langle\phi^4\rangle=3(2v^2+2v+1)(\omega/2\kappa)^2=3(2v^2+2v+1)B'/2\kappa\), so the quartic shift is \(-B(2v^2+2v+1)/16\) at leading order. The difference between \(v=1\) and \(v=0\) gives the fundamental
\[
\omega_{10}\approx\omega_\theta(1+\tfrac32\epsilon)-\tfrac14B .
\]

**The self-consistency conditions.** The Gibbs–Bogoliubov inequality, which is the non-negativity of the relative entropy \(\mathrm{Tr}\,\rho_0(\ln\rho_0-\ln\rho)\) with \(\rho\propto e^{-H/T}\), gives \(F\le F_G=F_0-\tfrac12\mathrm{tr}(\Phi C)+\langle V\rangle\), where \(F_0=\sum T\ln[2\sinh(\omega/2T)]\) runs over the two modes and \(\tfrac12\mathrm{tr}(\Phi C)\) is the mean harmonic potential. Each Fourier component of a function averages to \(\langle e^{iq\cdot x}\rangle=e^{iq\cdot x_0-q^{T}Cq/2}\), so for smooth \(f\)
\[
\delta\langle f\rangle=\sum_a\langle f_a\rangle\,\delta x_{0a}+\tfrac12\sum_{ab}\langle f_{ab}\rangle\,\delta C_{ab},
\]
with subscripts denoting derivatives. First-order perturbation theory gives \(\delta F_0=\tfrac12\mathrm{tr}(C\,\delta\Phi)\), which cancels the \(\delta\Phi\) part of the second term of \(F_G\). What remains is \(\delta F_G=\sum_a\langle V_a\rangle\delta x_{0a}+\tfrac12\sum_{ab}(\langle V_{ab}\rangle-\Phi_{ab})\delta C_{ab}\), and stationarity requires \(\langle V_a\rangle=0\) and \(\Phi_{ab}=\langle V_{ab}\rangle\).

**Why a straight step climbs the wall.** With \(u=x-R\), \(r=(R+u)\sqrt{1+y^2/(R+u)^2}\), and expanding the root and \(1/(R+u)\),
\[
r-R=u+\frac{y^2}{2R}-\frac{uy^2}{2R^2}-\frac{y^4}{8R^3}+\dots
\]
A tangential step \(y\) leaves the valley floor by the sagitta \(y^2/2R\) and costs \(ky^4/8R^2\), although motion along the arc costs nothing. In the Gaussian \(u=\bar u+\xi\), with \(\xi\) and \(y\) independent, \(\langle\xi^2\rangle=\sigma^2\), \(\langle y^2\rangle=s\) and \(\langle y^4\rangle=3s^2\). The mean square of a sum of independent parts is the squared mean plus the variances, and \(\mathrm{var}(y^2)=3s^2-s^2=2s^2\):
\[
\Big\langle\Big(u+\frac{y^2}{2R}\Big)^2\Big\rangle=\Big(\bar u+\frac{s}{2R}\Big)^2+\sigma^2+\frac{s^2}{2R^2}.
\]
The centroid removes the first term by moving inward, \(\bar u=-s/2R\). The third term survives. To cancel it, \(u\) would have to follow \(-y^2/2R\) point by point, which is a correlation \(\langle\xi y^2\rangle\ne0\), and third central moments of a Gaussian vanish. Tilting the axes correlates \(\xi\) with \(y\), which is odd under the mirror and cannot imitate \(y^2\). The shift \(\bar u\) is not a shorter bond, since \(\langle r\rangle-R\approx\bar u+s/2R=0\) at this order.

**The auxiliary frequency.** Squaring the expansion of \(r-R\) and using \(1-\cos\phi\approx y^2/2R^2\),
\[
V\approx\frac k2\Big[u^2+\frac{uy^2}{R}+\frac{y^4}{4R^2}-\frac{u^2y^2}{R^2}\Big]+\frac{\kappa y^2}{2R^2}.
\]
The radial condition is \(\langle V_{xx}\rangle=k(1-s/R^2)\), so \(\omega_x\approx\omega_r(1-s/2R^2)\). The tangential one is
\[
m\Omega^2=\langle V_{yy}\rangle=k\Big[\frac{\bar u}{R}+\frac{3s}{2R^2}-\frac{\sigma^2}{R^2}\Big]+\frac{\kappa}{R^2}=\frac{\kappa}{R^2}+\frac{ks}{R^2}-\frac{k\sigma^2}{R^2},
\]
where \(\langle u^2\rangle\approx\sigma^2\). The quartic wall contributes \(+\tfrac32\) and the centroid shift \(-\tfrac12\) in units of \(ks/R^2\). The last term arises because a displacement along \(x\) at angle \(\phi\) changes \(r\) by the factor \(\cos\phi\), so spreading in \(y\) lowers the radial potential energy. The dropped terms, of type \(ks^2/R^4\) and \(\kappa s/R^4\), are of relative order \(s/R^2\). Dividing by \(m\), inserting the variances with \(\omega_x\approx\omega_r\), and using \(1/(2mR^2)=B\),
\[
\Omega^2=\omega_\theta^2+\frac{B\omega_r^2}{\Omega}\coth\frac{\Omega}{2T}-B\omega_r\coth\frac{\omega_r}{2T}.\tag{1}
\]
Equation (1) without its last term is called the leading form below, and with it the refined form.

**Free ring at zero temperature.** The energy is the kinetic part \(1/(8ms)+\omega_r/4\) plus \(\langle V\rangle\). With \(\eta=s/R^2\), \(kR^2=\omega_r/2\epsilon\) and \(k\sigma^2=\omega_r/2\), the pieces in units of \(\omega_r\) are \(1/(8ms)=\epsilon/4\eta\), the wall term \((k/2)(s^2/2R^2)=\eta^2/8\epsilon\), and \(-k\sigma^2s/2R^2=-\eta/4\). One more order has two sources. The sagitta is \(y^2/2(R+\bar u)\), which multiplies the wall term by \(1-2\bar u/R=1+\eta\) and adds \(ks^3/4R^4\). The covariance of \(y^2/2R\) with \(-y^4/8R^3\) adds \(-k(15-3)s^3/16R^4=-3ks^3/4R^4\), from \(\langle y^6\rangle=15s^3\). The sum is \(-ks^3/2R^4=-\eta^3/4\epsilon\), so
\[
\frac{E_G}{\omega_r}-\frac12=\frac{\epsilon}{4\eta}+\frac{\eta^2}{8\epsilon}-\frac{\eta}{4}-\frac{\eta^3}{4\epsilon}+\dots
\]
The first two terms are stationary at \(\eta^3=\epsilon^2\). With \(t=\epsilon^{1/3}\), \(\eta=t^2\), and \(s=1/(2m\Omega)\) gives \(\Omega=B/\eta=t\,\omega_r\):
\[
\Omega_0=(B\omega_r^2)^{1/3}.
\]
There the four terms equal \(t/4\), \(t/8\), \(-t^2/4\) and \(-t^3/4\). For \(\eta=t^2(1+\delta)\) the first two have second derivative \(t/2+t/4=3t/4\) in \(\delta\). The third term has slope \(-t^2/4\), which lowers the energy by \((t^2/4)^2/(2\cdot3t/4)=t^3/24\). Its effect on \(z=\Omega/\Omega_0\) follows from (1), which reads \(z^3+tz-1=0\). Inserting \(z=1-t/3+ct^2\), the \(t^2\) terms give \(3c+\tfrac13-\tfrac13=0\), so \(c=0\). The fourth term has slope \(-3t^3/4\), giving \(\delta=t^2\) and \(\delta z=-t^2\). Hence
\[
\Omega=\Omega_0\big(1-\tfrac13t-t^2+\dots\big),\qquad \frac{E_G}{\omega_r}-\frac12=\tfrac38t-\tfrac14t^2-\tfrac7{24}t^3+\dots\tag{2}
\]
The true ground state has \(-t^3/4\) on the right, so the excess is two orders in \(t\) larger than the whole rotational correction, and \(\Omega_0/B=\epsilon^{-2/3}\) grows as the bond is made stiffer at fixed \(B\). Direct minimization of the full potential by quadrature at \(\epsilon=10^{-6}\), \(t=0.01\), gives \((\Omega/\Omega_0-1)/t=-0.3432\) and an energy coefficient of \(t^2\) equal to \(-0.2529\). The tests require \(-\tfrac13\) within 0.03 and \(-\tfrac14\) within 0.01, and (2) accounts for the remainders, \(-\tfrac13-0.01=-0.3433\) and \(-\tfrac14-\tfrac7{24}(0.01)=-0.2529\). In three dimensions the sagitta is \((y^2+z^2)/2R\), its variance is the sum of two equal parts, and each tangential direction has the same \(\Omega_0\) at leading order.

**Librations.** At \(T=0\) the leading form is \(\Omega^3-\omega_\theta^2\Omega-\Omega_0^3=0\), controlled by the ratio \(\omega_\theta^3/\Omega_0^3\). When it is small, \(\Omega\approx\Omega_0\) and the auxiliary frequency reflects the bond stiffness more than the pinning. When it is large, putting \(\Omega=\omega_\theta+\delta\Omega\) in (1) gives \(2\omega_\theta\,\delta\Omega=B\omega_r^2/\omega_\theta-B\omega_r\), so
\[
\delta\Omega\approx\frac{B\omega_r^2}{2\omega_\theta^2}\Big(1-\frac{\omega_\theta}{\omega_r}\Big)>0 .
\]
The true shift from \(\omega_\theta\) is \(-B/4+\tfrac32\epsilon\,\omega_\theta=-B(\tfrac14-\tfrac32\omega_\theta/\omega_r)\), of order \(B\), so the Gaussian shift is larger by a factor of order \((\omega_r/\omega_\theta)^2\), and of opposite sign for \(\omega_\theta\ll\omega_r\). The zero of this first-order expression at \(\omega_\theta=\omega_r/6\) has no meaning, because the stretch–angle coupling \(-2BL^2(r-R)/R\), taken at second order, adds a dropped negative term of order \(B(\omega_\theta/\omega_r)^2\) that is no longer negligible there. At leading order \(\delta\Omega/\omega_\theta=\Omega_0^3/2\omega_\theta^3\), which is below 5% for \(\omega_\theta>10^{1/3}\Omega_0\approx2.2\,\Omega_0\). For \(\omega_\theta\sim\omega_r\) the dropped terms \(\kappa s/R^4\) match \(ks/R^2\) in size and the shift formula fails.

**Temperature.** For \(\kappa=0\) the coth in (1) raises \(\Omega\) with \(T\). When \(T\gg\Omega\), \(\coth(\Omega/2T)\to2T/\Omega\) and
\[
\Omega^4=2BT\omega_r^2 ,
\]
provided the last term of (1) is small against \(\Omega^2=\omega_r\sqrt{2BT}\), which needs \(B\ll T\) below \(T\sim\omega_r\) and \(2BT\ll\omega_r^2\) above it. Then \(s=T/m\Omega^2\) obeys \(s^2=R^2T/k\): the Gaussian spreads until \(s/R\), twice the mean sagitta, equals the classical valley width \(\sqrt{T/k}\). At \(\epsilon=10^{-6}\) and \(T=5\omega_r\) the minimized \(\Omega\) is 0.9969 of this value, tested within 1%. The tangential free energy is \(T\ln(\Omega/T)-T/2+ks^2/4R^2\), and \(ks^2/4R^2=m\Omega^2s/4=T/4\). Because \(\Omega/T\propto T^{-3/4}\), it contains \(-\tfrac34T\ln T\), a heat capacity \(-T\,\partial_T^2F=\tfrac34\). The true rotor has \(\sum_Me^{-BM^2/T}\approx\sqrt{\pi T/B}\) for \(T\gg B\) (sum replaced by a Gaussian integral), free energy \(-T\ln\sqrt{\pi T/B}\), entropy \(\ln\sqrt{\pi T/B}+\tfrac12\) and heat capacity \(\tfrac12\).

**Bending the Gaussian isolates the cause.** At \(T=0\) take \(\psi\propto\exp[-w^2/4\sigma^2-y^2/4s]\) with \(w=u-\bar u+a(y^2-s)\). The map \((u,y)\to(w,y)\) has unit Jacobian, so \(w\) and \(y\) are independent Gaussians, and \(a=0\) is the SCHA state. From \(\partial_x\ln\psi=-w/2\sigma^2\) and \(\partial_y\ln\psi=-awy/\sigma^2-y/2s\), with the cross term odd in \(w\),
\[
\frac{\langle|\nabla\ln\psi|^2\rangle}{2m}=\frac1{8m}\Big[\frac{1+4a^2s}{\sigma^2}+\frac1s\Big].
\]
With \(\alpha=2Ra\), \(u+y^2/2R=w+(1-\alpha)y^2/2R+\text{const}\), so the wall term becomes \((1-\alpha)^2ks^2/4R^2\), while bending costs kinetic energy \(\alpha^2\omega_rs/4R^2\), using \(1/(8m\sigma^2)=\omega_r/4\). Setting the \(\alpha\) derivative of the sum to zero gives \(\alpha=ks/(ks+\omega_r)=1/(1+2\Omega_b/\omega_r)\), with \(\Omega_b=1/(2ms)\), up to terms of relative order \(s/R^2\) from \(y^4/8R^3\) and of relative order \((\omega_\theta/\omega_r)^2\) from the pinning, whose expansion contains \(-\kappa uy^2/R^3\) and so opposes the correlation of \(u\) with \(y^2\). For \(\Omega_b\ll\omega_r\) the state follows the valley, the wall term is suppressed by \((1-\alpha)^2\), and the bending cost is offset by the term \(-k\sigma^2s/2R^2=-\omega_rs/4R^2\) already present. A parabola leaves the circle at order \(y^4/R^3\), so the repair degrades as \(s/R^2\) grows.

A Gaussian in Cartesian coordinates cannot correlate \(u\) with \(y^2\), so the stiff bond raises its auxiliary frequency, to \(\Omega_0=(B\omega_r^2)^{1/3}\) at leading order on the free ring at \(T=0\), and bending the Gaussian suppresses the wall term responsible. What remains is to show that the centroid Hessian escapes this overstiffening, to test the results on an HCl bond vector, and to draw the practical consequences.

Numbers in the example were calculated in double precision.
